# Equilibrium abundance of boron–interstitial clusters and its apparent exponents

## Definitions and conventions

A crystal has $N$ lattice sites per volume. Boron on a lattice site is an ionized acceptor, B$^-$, with concentration $c_B$. A cluster B$_n$I$_m$ contains $n$ boron atoms and holds $m$ atoms more than the number of lattice sites it occupies. Its charge is $z$ and its concentration is $c_{nm}$. A free self-interstitial has $n=0$, $m=1$ and charge $q$.

The hole and electron densities are $p$ and $n_e$, and both equal $n_i$ in the intrinsic crystal. I write $\eta=p/n_i$. The algebra is in atomic units, so the elementary charge is 1 and $\beta=1/(k_BT)$ is an inverse energy. Numbers are in eV and Å.

Each species $j$ has a free energy $G_j$, which belongs to one object at a given place and orientation and includes its vibrations. Three reference choices fix it:

- excess atoms are taken from the bulk crystal;
- boron is taken from B$^-$, so that $G_B=0$;
- exchanged carriers are taken at the intrinsic Fermi level.

The number of distinct positions and orientations per site is $\theta_j$, with $\theta_B=1$.

The claim that cluster abundance scales as $c_B^nS^m$, with $S$ the interstitial supersaturation, needs conditions. It holds in a dilute crystal at fixed temperature and fixed Fermi level, with $c_B$ the boron that remains free and substitutional. When the Fermi level varies, the law contains a further factor, which is $\eta^{n+z}$ for nondegenerate holes.

## Free energy of the dilute crystal

In a volume $V$, let there be $N_j$ objects of species $j$. If they are so few that they do not block each other, each has $\theta_jNV$ possible placements. Identical objects are interchangeable, so the number of arrangements is

$$W_j=\frac{(\theta_jNV)^{N_j}}{N_j!}.$$

With $\ln N_j!\simeq N_j\ln N_j-N_j$ and $c_j=N_j/V$,

$$\frac{\ln W_j}{V}=-c_j\left[\ln\frac{c_j}{\theta_jN}-1\right].$$

The entropy contribution to the free energy density is $-\beta^{-1}\ln W_j/V$.

For nondegenerate holes with effective density of states $N_v$, the same counting gives $\beta^{-1}p[\ln(p/N_v)-1]$. Measured from the intrinsic level $E_i$, each hole also costs $E_i-E_v$, where $E_v$ is the valence band edge. Since $n_i=N_ve^{-\beta(E_i-E_v)}$, the two terms combine into $\beta^{-1}p[\ln(p/n_i)-1]$. Electrons give the corresponding expression. Altogether

$$F=\sum_jc_j\left[G_j+\frac1\beta\left(\ln\frac{c_j}{\theta_jN}-1\right)\right]+\frac1\beta\left[p\left(\ln\frac p{n_i}-1\right)+n_e\left(\ln\frac{n_e}{n_i}-1\right)\right].$$

Interactions between separate objects, including the Coulomb interaction beyond overall neutrality, are left out.

The size of the blocking error can be seen for one species with $\theta=1$. Exact counting, $(NV)!/[N_j!(NV-N_j)!]$, replaces $\ln x$ in the chemical potential by $\ln[x/(1-x)]$, where $x=c_j/N$. The relative change of the activity is therefore about $x$. In a dense crystal this correction and the omitted interactions both matter, and the power law fails.

## Minimum under the conservation laws

Reactions conserve boron, excess atoms and charge:

$$\sum_jn_jc_j=B,\qquad \sum_jm_jc_j=A,\qquad \sum_jz_jc_j+p-n_e=0.$$

Attach multipliers $\lambda$, $\mu_I$ and $\mu_h$ to these constraints. Because the derivative of $c(\ln c-1)$ is $\ln c$, stationarity gives

$$G_j+\frac1\beta\ln\frac{c_j}{\theta_jN}=n_j\lambda+m_j\mu_I+z_j\mu_h,$$

$$\frac1\beta\ln\frac p{n_i}=\mu_h,\qquad \frac1\beta\ln\frac{n_e}{n_i}=-\mu_h.$$

The carrier equations imply $pn_e=n_i^2$. The second derivatives of $F$ are $1/(\beta c_j)$, $1/(\beta p)$ and $1/(\beta n_e)$, all positive, and the constraints are linear. The stationary point is therefore the single minimum.

For B$^-$, $n_j=1$, $m_j=0$ and $z_j=-1$. Its chemical potential is $\mu_B=\beta^{-1}\ln(c_B/N)=\lambda-\mu_h$, hence $\lambda=\mu_B+\mu_h$. For a cluster the condition becomes

$$\mu_{nm}=n\mu_B+m\mu_I+(n+z)\mu_h.$$

This is the equilibrium of the reaction

$$n\,\mathrm B^-+m\,\mathrm I^0+(n+z)\,h^+\rightleftharpoons(\mathrm B_n\mathrm I_m)^z.$$

The charge on the left is $-n+(n+z)=z$, as required. A negative value of $n+z$ means that holes are released.

## Supersaturation

For a free interstitial of charge $q$ the stationarity condition gives

$$c_{Iq}=\theta_qN\,e^{-\beta G_q}\,\eta^q\,e^{\beta\mu_I}.$$

An interstitial population in equilibrium with a surface or dislocation that can add or remove lattice sites has $\mu_I=0$. An atom moved to such a sink extends the perfect crystal, which is the reference chosen for excess atoms. Exchange with interior sites alone creates vacancies and does not fix $\mu_I$ at zero. At the same Fermi level, every charge state is thus multiplied by the same factor, and so is their sum:

$$S\equiv\frac{\sum_qc_{Iq}}{\sum_qc^*_{Iq}(\eta)}=e^{\beta\mu_I}.$$

The star marks $\mu_I=0$. The equilibrium value in the denominator must belong to the actual Fermi level. Dividing by the intrinsic value gives instead

$$\frac{\sum_qc_{Iq}}{\sum_qc^*_{Iq}(1)}=S\,\frac{\sum_q\theta_qe^{-\beta G_q}\eta^q}{\sum_q\theta_qe^{-\beta G_q}},$$

which exceeds $S$ in p-type material when the interstitials have only neutral and positive charge states.

## The abundance law

Solve the cluster condition for $c_{nm}$ and insert $e^{\beta\mu_B}=c_B/N$, $e^{\beta\mu_I}=S$ and $e^{\beta\mu_h}=\eta$:

$$\boxed{c_{nm}=\theta_{nm}N\left(\frac{c_B}{N}\right)^nS^m\left(\frac p{n_i}\right)^{n+z}e^{-\beta G_{nm}}}$$

The formation energy of the free interstitial does not appear. It would enter if $S$ were replaced by the neutral concentration. With $\theta_0=1$, $S=(c_{I0}/N)e^{\beta G_0}$, and the exponential becomes $e^{-\beta(G_{nm}-mG_0)}$. The energy is then that of binding $m$ free interstitials, and the prefactor has changed with it.

If a cluster has several charge states, the law applies to each. Their sum still scales as $c_B^nS^m$ at fixed $T$ and $\eta$, since $\eta$ affects only the coefficient.

## Apparent boron exponent

Changing the doping usually changes the Fermi level as well. Suppose clusters are too few to affect neutrality. Then

$$p-\frac{n_i^2}{p}=c_B.$$

Differentiation gives $(p+n_i^2/p)\,d\ln p=c_B\,d\ln c_B$. Also $(p+n_i^2/p)^2=(p-n_i^2/p)^2+4n_i^2$, so

$$\frac{d\ln p}{d\ln c_B}=\frac{c_B}{\sqrt{c_B^2+4n_i^2}}.$$

At fixed $S$, the logarithm of the abundance law then yields

$$\frac{d\ln c_{nm}}{d\ln c_B}=n+(n+z)\frac{c_B}{\sqrt{c_B^2+4n_i^2}}.$$

For $c_B\ll n_i$ the exponent is $n$. For $n_i\ll c_B\ll N_v$ it is $2n+z$: each added acceptor supplies both a boron atom and a hole. The upper limit is needed because the holes were taken as nondegenerate. A measured slope of 4 therefore does not by itself identify a four-boron cluster; a neutral two-boron cluster gives the same slope in this doping range.

## Apparent supersaturation exponent

Now hold total boron fixed and raise $S$. Clusters consume free boron, so $c_B$ falls. At a fixed Fermi level the cluster count then grows more slowly than $S^m$.

The simplest case has a fixed Fermi level and one cluster type of concentration $c$. From $c_B+nc=B$,

$$c_B\,d\ln c_B+nc\,d\ln c=0,\qquad d\ln c=n\,d\ln c_B+m\,d\ln S.$$

Insert the second relation into the first: $(c_B+n^2c)\,d\ln c_B=-nmc\,d\ln S$. Hence

$$\frac{d\ln c}{d\ln S}=m-\frac{n^2mc}{c_B+n^2c}=m\,\frac{c_B}{c_B+n^2c}.$$

The exponent has fallen to $m/2$ when $n^2c=c_B$. The clustered fraction of boron is then $nc/(c_B+nc)=1/(n+1)$, only one quarter for $n=3$. When nearly all boron is clustered the exponent tends to zero.

With several clusters and a free Fermi level, let $j$ run over B$^-$ and all clusters. The charge of free interstitials is neglected. The abundance law gives

$$d\ln c_j=n_j\,da+z_j\,db+m_j\,ds,$$

where $a=\ln(c_B\eta/N)$, $b=\ln\eta$ and $s=\ln S$. Differentiating boron conservation and neutrality, with $dp=p\,db$ and $dn_e=-n_e\,db$, gives

$$K_{nn}a'+K_{nz}b'=-K_{nm},\qquad K_{nz}a'+Db'=-K_{zm}.$$

Here a prime means $d/ds$, $K_{nz}=\sum_jn_jz_jc_j$ and similarly for the other pairs, and $D=K_{zz}+p+n_e$. Solving the two equations,

$$a'=\frac{K_{nz}K_{zm}-DK_{nm}}{K_{nn}D-K_{nz}^2},\qquad b'=\frac{K_{nz}K_{nm}-K_{nn}K_{zm}}{K_{nn}D-K_{nz}^2}.$$

The apparent exponent is $m_j+n_ja'+z_jb'$.

## Worked example

The following parameters are round model choices, not data for a named material. At $T=1100$ K, $k_BT=0.09479$ eV. The site density is $0.05$ Å$^{-3}$, $n_i=10^{-5}$ Å$^{-3}$ and total boron is $2\times10^{-4}$ Å$^{-3}$. Boron occupies at most a fraction $0.004$ of the sites, so the blocking correction estimated above is small. Two other simplifications are more serious at this doping. For a hole mass equal to the free-electron mass, $N_v$ at 1100 K is about $1.8\times10^{-4}$ Å$^{-3}$, close to the largest $p$ below, so real holes would be partly degenerate. For a dielectric constant of 12, with ions and carriers both screening, the Debye–Hückel estimate of the omitted Coulomb shift in the chemical potential of a unit charge exceeds $k_BT$. The example therefore shows how the law works within the ideal model; it does not predict cluster concentrations in a real crystal.

| Cluster | $G$ (eV) | $z$ | $\theta$ |
|---|---|---|---|
| BI | 1.6 | 0 | 4 |
| B$_2$I | 1.0 | 0 | 6 |
| B$_3$I | 0.4 | −1 | 4 |
| B$_3$I$_2$ | 1.2 | 0 | 12 |

For each imposed $S$, boron conservation and neutrality were solved together by nested root bracketing. Concentrations below are in $10^{-6}$ Å$^{-3}$; the active fraction is $c_B/B$.

| $S$ | active fraction | $p$ | B$_2$I | B$_3$I | B$_3$I$_2$ |
|---|---|---|---|---|---|
| 1 | 0.998 | 200 | 0.050 | 0.075 | 0.001 |
| 10 | 0.983 | 198 | 0.48 | 0.70 | 0.090 |
| 100 | 0.855 | 175 | 2.83 | 3.62 | 4.11 |
| 1000 | 0.531 | 111 | 4.35 | 3.46 | 24.8 |

At $S=1000$ the free boron is $1.063\times10^{-4}$ Å$^{-3}$, or $1.063\times10^{20}$ cm$^{-3}$. With $c_B/N=2.126\times10^{-3}$ and $\eta=11.06$, the law for B$_3$I$_2$ reads

$$c_{32}=12(0.05)(2.126\times10^{-3})^3(10^3)^2(11.06)^3e^{-1.2/0.09479}\simeq2.5\times10^{-5}\ \text{Å}^{-3}.$$

This cluster holds $3(24.8)/200=37\%$ of all boron.

From $S=100$ to $1000$, its concentration rises by a factor of 6.0, although $S^2$ rises by 100. The difference comes from the other two factors in the law. Free boron falls by a factor $0.531/0.855=0.621$ and the hole density by $0.631$, and $100(0.621)^3(0.631)^3\simeq6.0$.

The local exponent at $S=1000$ follows from the response formula. In units of $10^{-6}$ Å$^{-3}$, the printed concentrations give $K_{nn}=378$, $K_{nz}=-117$, $K_{nm}=168$, $K_{zm}=-3.46$ and $D=221$. Thus $a'\simeq-0.525$ and $b'\simeq-0.261$, and the exponents are

- B$_3$I$_2$: $2+3(-0.525)\simeq0.43$;
- B$_2$I: $1+2(-0.525)\simeq-0.05$;
- B$_3$I: $1+3(-0.525)+0.261\simeq-0.31$.

The last two clusters are already losing abundance as $S$ increases. At $S=100$ their exponents, obtained by finite differences of the full solution, are $0.50$ and $0.37$, so each passes through a maximum between these two values of $S$. At $S=1$ the three exponents, in the order of the list, are $1.99$, $0.99$ and $0.99$, close to $m$.

The boron exponents at $S=1$ were found by changing total boron by 0.1% in each direction. For B$_2$I, B$_3$I and B$_3$I$_2$ they are $2.010$, $3.010$ and $3.015$ at $10^{-7}$ Å$^{-3}$ of boron, near $n$. At $10^{-4}$ Å$^{-3}$ they are $3.96$, $4.96$ and $5.94$, near $2n+z=4$, 5 and 6. This plateau belongs to the nondegenerate model. The doping is more than half the $N_v$ estimated above and $N_v/n_i$ is only about 18, so the range $n_i\ll c_B\ll N_v$ hardly exists for these parameters. With degenerate holes the Fermi level moves faster than $\beta^{-1}\ln p$, and the exponents rise past $2n+z$.

The free interstitials have $\theta_q=1$, with $G=3.5$ eV when neutral and $3.6$ eV when singly positive. At $S=1000$ their concentration divided by the intrinsic equilibrium value is about 3600. Using that ratio as $S$ would overestimate a cluster with $m=2$ by $3.6^2\simeq13$ at the same $c_B$ and $p$.

Their actual concentration is small. The interstitial formula gives about $2\times10^{-14}$ Å$^{-3}$, whereas the clusters hold $\sum_jm_jc_j\simeq5.8\times10^{-5}$ Å$^{-3}$ of excess atoms. In a closed region with this composition the stored excess is almost entirely in clusters. The abundance law is unchanged, but $S$ is then fixed by the conserved total $A$ instead of being imposed.

## When equilibrium is lost

The law uses local values of $c_B$, $S$ and $p$, so reactions must follow the changes of these values. Consider one cluster with dissolution rate $1/\tau$, at fixed $c_B$ and $p$. Assume that its smaller precursors stay in equilibrium with the free species. Detailed balance then sets the formation rate to $c_{eq}/\tau$, and

$$\frac{dc}{dt}=\frac{c_{eq}-c}{\tau}.$$

Let $S\propto e^{-t/\tau_S}$. Then $c_{eq}=c_0e^{-\kappa t}$ with $\kappa=m/\tau_S$. A trial solution $Ke^{-\kappa t}$ requires $K(1-\kappa\tau)=c_0$. Adding the homogeneous solution and setting $c(0)=c_0$,

$$c=\frac{c_0}{1-\kappa\tau}\left[e^{-\kappa t}-\kappa\tau\,e^{-t/\tau}\right],\qquad \kappa\tau\ne1.$$

If $\kappa\tau<1$, the second term dies out first and

$$\frac c{c_{eq}}\to\frac1{1-m\tau/\tau_S}.$$

For $m=2$ and $\tau_S=20\tau$ the excess over equilibrium is 11%. At fixed $c_B$ and $p$ the condition for local equilibrium is thus $m\tau\ll\tau_S$, which is stricter for clusters with more interstitials at equal $\tau$. When clusters hold much of the boron, $c_B$ and $p$ change as $S$ decays. To first order in $\tau/\tau_S$ the apparent supersaturation exponent then takes the place of $m$.

If $\kappa\tau>1$, the term $e^{-t/\tau}$ survives longest. For $m=2$ and $\tau_S=\tau$, the cluster decays at rate $1/\tau$ while its equilibrium value decays at $2/\tau$. At $\kappa\tau=1$ the solution is $c=c_0(1+t/\tau)e^{-t/\tau}$, and $c/c_{eq}$ grows without limit. In both cases the abundance depends on the history of $S$, and the equilibrium power law no longer gives it.

All numerical values are calculated from the stated model.
